\section*{Clearing time of an isolated grain with pairwise recombination}

\section{The problem}

A light pulse leaves $N$ electrons and $N$ holes in a semiconductor grain that exchanges no carriers with its surroundings. Any electron can recombine with any hole. Each pair that can still be formed does so at the same constant rate $k$, independently of the others. There are no traps, no new carriers are generated, and the carriers move through the grain fast enough that no pair is favoured by its position.

Find the mean time $T_N$ until the grain is empty. What happens to it as $N\to\infty$, and does the mean-field rate equation describe the clearing?

\section{A tempting solution}

With $n$ electrons and $n$ holes present there are $n^2$ possible pairs, so one writes
\begin{equation}
\frac{dn}{dt}=-kn^2,\qquad n(0)=N. \label{mf}
\end{equation}
Dividing by $-n^2$ gives $d(1/n)/dt=k$, hence $1/n=1/N+kt$ and
\begin{equation}
n(t)=\frac{N}{1+Nkt}. \label{mfsol}
\end{equation}
This is positive at every finite time. The conclusion seems to be that the grain never empties and that $T_N$ is infinite.

One may try to rescue a finite answer by calling the grain empty when $n$ has fallen to some level $\varepsilon<N$. Equation (\ref{mfsol}) then gives
\begin{equation}
t_\varepsilon=\frac1k\left(\frac1\varepsilon-\frac1N\right). \label{level}
\end{equation}
For $\varepsilon=1$ this tends to $1/k$ for large $N$, but for $\varepsilon=0.01$ it tends to $100/k$. The answer depends on an arbitrary choice.

\section{Where it fails}

The case $N=1$ exposes the error. A single pair recombines at rate $k$, so it survives to time $t$ with probability $e^{-kt}$ and lives for a mean time $1/k$. Equation (\ref{mfsol}) gives $1/(1+kt)$ instead. Two separate things have gone wrong.

First, the question was misread. The number of pairs in one grain is an integer that reaches zero at a definite, random moment. $T_N$ is the average of that moment over many identically prepared grains. The time at which the \emph{average number} reaches zero is something else: even the correct average $e^{-kt}$ for $N=1$ never vanishes, although the mean clearing time is finite.

Second, equation (\ref{mf}) is not the equation of the average number. Let $P_n(t)$ be the probability that $n$ pairs remain. A grain enters state $n$ from $n+1$ and leaves it for $n-1$, so
\begin{equation}
\frac{dP_n}{dt}=k(n+1)^2P_{n+1}-kn^2P_n ,
\end{equation}
with $P_{N+1}=0$. Multiply by $n$, sum over $n$, and rename $m=n+1$ in the first term:
\begin{align}
\frac{d\langle n\rangle}{dt}
&=k\sum_m (m-1)m^2P_m-k\sum_n n^3P_n \nonumber\\
&=-k\langle n^2\rangle
=-k\left(\langle n\rangle^2+\operatorname{Var}n\right). \label{moment}
\end{align}
Mean field drops the variance. That is harmless while the spread is small compared with the mean, but not near the end. When only $n=0$ and $n=1$ are possible, $n^2=n$, so $\langle n^2\rangle=\langle n\rangle$ and the decay is exponential.

The sign of the error follows too. Since the variance is not negative, (\ref{moment}) gives $d(1/\langle n\rangle)/dt\ge k$, and therefore $\langle n\rangle\le N/(1+Nkt)$. Mean field overestimates the mean number or, at best, equals it.

\section{The right solution}

\subsection{Mean clearing time}

Give every possible pair its own clock, which rings after an exponentially distributed time of rate $k$. With $n$ pairs left, $n^2$ clocks are running. The probability that none has rung after a time $t$ is
\begin{equation}
\left(e^{-kt}\right)^{n^2}=e^{-kn^2t},
\end{equation}
so the wait for the next recombination is exponential with rate $kn^2$, whichever carriers remain. An exponential clock has no memory, so the surviving clocks behave as if freshly started. The successive waits $\tau_N,\dots,\tau_1$ are therefore independent, with means $1/(kn^2)$ and variances $1/(kn^2)^2$. The grain passes through every $n$ from $N$ down to 1, and
\begin{equation}
T_N=\sum_{n=1}^N\langle\tau_n\rangle=\frac1k\sum_{n=1}^N\frac1{n^2},
\qquad
\operatorname{Var}\Bigl(\sum_{n=1}^N\tau_n\Bigr)=\frac1{k^2}\sum_{n=1}^N\frac1{n^4}. \label{TN}
\end{equation}

\subsection{The limit of many pairs}

Both sums follow from the Fourier series of $x^2$ on $[-\pi,\pi]$. Its mean value is $\pi^2/3$. Two integrations by parts give the cosine coefficients:
\begin{align}
a_n&=\frac2\pi\int_0^\pi x^2\cos nx\,dx
=-\frac{4}{\pi n}\int_0^\pi x\sin nx\,dx \nonumber\\
&=-\frac{4}{\pi n}\left(-\frac{\pi(-1)^n}{n}\right)=\frac{4(-1)^n}{n^2}.
\end{align}
The periodic continuation of $x^2$ is continuous and the coefficients are absolutely summable, so the series converges to the function everywhere. At $x=\pi$, where $\cos n\pi=(-1)^n$,
\begin{equation}
\pi^2=\frac{\pi^2}3+4\sum_{n=1}^\infty\frac1{n^2}
\quad\Rightarrow\quad \sum_{n=1}^\infty\frac1{n^2}=\frac{\pi^2}6 .
\end{equation}
Parseval's relation equates the mean of $x^4$ to the squared mean value plus half the sum of $a_n^2$:
\begin{equation}
\frac{\pi^4}5=\frac{\pi^4}9+8\sum_{n=1}^\infty\frac1{n^4}
\quad\Rightarrow\quad \sum_{n=1}^\infty\frac1{n^4}=\frac{\pi^4}{90}.
\end{equation}
Hence
\begin{equation}
\lim_{N\to\infty}T_N=\frac{\pi^2}{6k}\approx\frac{1.645}{k}, \label{limit}
\end{equation}
and the standard deviation tends to $\pi^2/(\sqrt{90}\,k)\approx1.04/k$.

To see how fast the limit is approached, use $\frac1{n(n+1)}<\frac1{n^2}<\frac1{n(n-1)}$ for $n>N$. Both outer sums telescope, giving
\begin{equation}
\frac1{N+1}<\frac{\pi^2}6-kT_N<\frac1N .
\end{equation}
Adding more pairs at the start costs little time because a crowded grain loses them quickly. The last pair alone takes $1/k$, which is 61\% of the limiting time.

The correct contrast with mean field is now clear. It does not lie in growth with $N$: the mean-field time to reach one pair, $(1-1/N)/k$, is bounded as well. It lies in the end of the process. The grain empties in a finite mean time, while (\ref{mfsol}) does not reach zero for any $N$.

\subsection{The whole decay}

Write $\tau=kt$. Let $u(n,\tau)$ be the average of some function $f$ of the remaining number at time $\tau$, for a grain that started with $n$ pairs. In a first short interval $d\tau$ the grain moves to $n-1$ with probability $n^2d\tau$, so
\begin{equation}
\frac{\partial u(n,\tau)}{\partial\tau}=n^2\left[u(n-1,\tau)-u(n,\tau)\right],\qquad u(n,0)=f(n). \label{back}
\end{equation}
For $j\ge1$ consider
\begin{equation}
\phi_j(n)=\frac{(n!)^2}{(n-j)!\,(n+j)!}=\binom{2n}{n-j}\bigg/\binom{2n}{n}
\end{equation}
for $n\ge j$, and $\phi_j(n)=0$ for $n<j$. Since $\phi_j(n-1)=\phi_j(n)\,(n^2-j^2)/n^2$ for $n\ge j$,
\begin{equation}
n^2\left[\phi_j(n-1)-\phi_j(n)\right]=-j^2\phi_j(n),
\end{equation}
and $\phi_j(n)e^{-j^2\tau}$ solves (\ref{back}). It remains to build the starting functions from the $\phi_j$.

For the probability $S_N$ that the grain is not yet empty, $f=1$ for $n\ge1$ and $f(0)=0$. Expanding $(1-1)^{2n}=0$ and pairing the terms $\pm j$ gives
\begin{equation}
\binom{2n}{n}+2\sum_{j=1}^n(-1)^j\binom{2n}{n-j}=0
\;\Rightarrow\; 1=2\sum_{j=1}^n(-1)^{j-1}\phi_j(n).
\end{equation}
For the mean number, $f=n$. From $\binom{2n-1}{n+j-1}=\frac{n+j}{2n}\binom{2n}{n+j}$ and $\binom{2n-1}{n+j}=\frac{n-j}{2n}\binom{2n}{n+j}$,
\begin{equation}
j\binom{2n}{n+j}=n\left[\binom{2n-1}{n+j-1}-\binom{2n-1}{n+j}\right].
\end{equation}
Summed over $j$, the right side telescopes to $n\binom{2n-1}{n}=\frac n2\binom{2n}{n}$, so $n=\sum_j2j\,\phi_j(n)$. Therefore
\begin{align}
S_N&=2\sum_{j=1}^N(-1)^{j-1}\phi_j(N)\,e^{-j^2kt},\\
\langle n\rangle&=\sum_{j=1}^N2j\,\phi_j(N)\,e^{-j^2kt}. \label{mean}
\end{align}

At fixed $j$, $\phi_j(N)\to1$ as $N\to\infty$, and $\phi_j(N)\le1$ throughout. For $t>0$ the terms are bounded by the summable $2je^{-j^2kt}$, so the limit may be taken term by term:
\begin{equation}
\langle n\rangle\to\sum_{j=1}^\infty2j\,e^{-j^2kt}.
\end{equation}
At late times the first term dominates and $\langle n\rangle\approx2e^{-kt}$, where (\ref{mfsol}) would give $1/(kt)$. At early times the Euler--Maclaurin formula applies to $g(x)=2xe^{-x^2kt}$, with $g(0)=0$, $g'(0)=2$ and $\int_0^\infty g\,dx=1/(kt)$:
\begin{equation}
\langle n\rangle=\int_0^\infty g\,dx-\frac{g(0)}2-\frac{g'(0)}{12}+O(kt)
=\frac1{kt}-\frac16+O(kt).
\end{equation}
Mean field is thus the leading early-time behaviour of a grain filled with very many pairs.

\subsection{Two related cases}

A signal proportional to the number of pairs, integrated over time, behaves differently from the clearing time. The grain spends a mean time $1/(kn^2)$ with $n$ pairs, so
\begin{equation}
\int_0^\infty\langle n\rangle\,dt=\sum_{n=1}^N\frac{n}{kn^2}=\frac1k\sum_{n=1}^N\frac1n ,
\end{equation}
which grows as $\ln N$. In mean field the same integral up to time $t$ is $\ln(1+Nkt)/k$, which diverges as $t\to\infty$ even for $N=1$.

Suppose next that the grain holds $m\ge1$ extra electrons. With $n$ holes left the rate is $kn(n+m)$, and the mean time until the last hole is gone tends to
\begin{equation}
\frac1k\sum_{n=1}^\infty\frac1{n(n+m)}
=\frac1{km}\sum_{n=1}^\infty\left(\frac1n-\frac1{n+m}\right)
=\frac1{km}\sum_{n=1}^m\frac1n .
\end{equation}
One extra electron lowers the limit from $1.645/k$ to $1/k$. Equal numbers are therefore a real condition of (\ref{limit}).

\section{A grain in numbers}

Take a sphere 50 nm across at 300 K with a bimolecular coefficient $B=10^{-11}$ cm$^3$/s, a rough value for a direct-gap crystalline oxide. The volume is $V=\frac43\pi(25\ \mathrm{nm})^3=6.545\times10^{-17}$ cm$^3$. Recombination at $B(n/V)^2$ per unit volume means $(B/V)n^2$ per grain, so
\begin{equation}
k=\frac BV=\frac{10^{-11}}{6.545\times10^{-17}}\ \mathrm{s^{-1}}=1.53\times10^5\ \mathrm{s^{-1}},
\qquad \frac1k=6.545\ \mu\mathrm s .
\end{equation}
The digits below serve to compare results within the model; $B$ itself is known here only roughly. Using a bulk $B$ also assumes surroundings with a refractive index close to that of the grain. For a grain of this size with index 2 in air, emitting near 3.3 eV, the weaker optical field inside would make radiative recombination about seven times slower and $1/k$ longer by the same factor.

For $N=50$, $kT_N=1.6251$ and $T_N=1.6251\times6.545=10.64\ \mu$s, with a standard deviation of $6.81\ \mu$s. Ten times as many pairs give $10.75\ \mu$s, and the limit is $10.77\ \mu$s. As a test, 5000 simulated grains with a separate random clock for each of the 2500 pairs gave $kT_N=1.651\pm0.015$, which is 1.7 standard errors above the formula.

Mean field reaches one pair after $6.41\ \mu$s. The true mean time to reach one pair is shorter, $10.64-6.55=4.09\ \mu$s, because each term $1/n^2$ is smaller than $\int_{n-1}^n dx/x^2$. What mean field misses is the definite end. It needs $654\ \mu$s to fall to 0.01 pairs, whereas 99\% of the grains are empty after $34.55\ \mu$s. At that moment the true mean is 0.010 pairs and the mean-field value is 0.189. Early on the two agree much better: at $kt=0.1$ they are 8.18 and 8.33.

\section{What a real grain changes}

One assumption whose failure matters greatly is the absence of traps. Put one trap on the surface that captures an electron when empty and a hole when filled, with a rough capture coefficient of $10^{-9}$ cm$^3$/s for both and no thermal release. The mean clearing time for $N=50$ falls to $0.50\ \mu$s, a factor of 21. With randomly placed traps at $10^{10}$ cm$^{-2}$, a low density that presumes good passivation, a grain has 0.785 traps on average, and a fraction $e^{-0.785}=0.46$ of grains has none. At ten times that density the fraction is below one in a thousand. The result (\ref{limit}) is thus a statement about trap-free grains. In an amorphous oxide, where tail states trap carriers, it should not be expected to hold.

The motion of the holes matters too. With an assumed hole mobility of 1 cm$^2$/Vs they spread through the grain in about 0.06 ns, well before the first recombination at 2.6 ns. If holes localize, fast electrons can still keep all pair rates equal, provided the hole sites are equivalent, though $k$ may then differ from $B/V$. If the sites differ, for example because the electron density is lower near the surface, the pair rates differ and (\ref{TN}) no longer holds exactly.

Most other corrections are smaller for these numbers. The exception is recombination from the exciton level, which can outweigh the trap, depending on what $B$ includes. Auger recombination, with a rough coefficient of $10^{-30}$ cm$^6$/s, shortens $T_N$ by 0.3\%; it needs three carriers of the two kinds and so cannot act on the last pair. The initial density is 0.19 of the conduction-band effective density of states, so band filling has some effect at first, but only 1.2\% of $T_N$ is spent above 25 pairs. For the last pair, the thermal weight of the lowest exciton level is 0.05 of that of the free states if bulk densities of states are used, as they are below. Counting the discrete levels of a hard-walled sphere of this size instead raises the free-pair rate by about 12\% and the weight to about 0.07 if the exciton's centre of mass can reach the wall; keeping it one exciton Bohr radius (2.4 nm) away returns the weight to about 0.05. The Coulomb attraction also favours unbound states in which the two carriers are close. In surroundings of the same permittivity, it raises the weight of all pair states together, bound and unbound, to about 1.4 times that of free carriers. If $B$ is a dilute-equilibrium coefficient that already includes recombination from the lowest exciton level, the last pair's rate drops by the factor $1/1.4$, which alone lengthens $T_N$ by about a quarter (the same correlation slows the earlier steps more, by about 1.5 at two pairs and 1.9 at five in a pair-potential estimate, so the total lengthening is about a half or more); if not, the exciton's own recombination rate, multiplied by its occupation $0.05/1.4\approx0.036$, must be added. That term exceeds $k$ if the exciton lives for less than about $0.036/k\approx0.2\ \mu$s, and in the hydrogenic model it does so by far. With Bohr radius $a=2.4$ nm the electron is found at the hole with density $1/(\pi a^3)$ instead of $1/V$. If $B$ contains no Coulomb effect, the exciton therefore lives for $\pi a^3/(Vk)\approx4$ ns and the term is about $55k$, provided excitons form fast enough to stay in equilibrium. If $B$ already contains the Coulomb enhancement of unbound pairs, about 8 here, the term is still about $7k$. The microsecond times above thus presume a $B$ that includes excitons. Escape through a barrier 1 eV high and 5 nm thick is estimated at 4 s$^{-1}$, far below $k$. At 350 K, for non-degenerate carriers, vertical transitions and no electron--hole attraction, $B$ falls to 0.79 of its value at 300 K and $T_N$ rises to $13.4\ \mu$s. With the attraction the fall is steeper, to 0.74 with unbound pairs only and to about 0.55 with the exciton levels included. The numerical output lists the inputs of these estimates.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K, grain diameter 50 nm
B (rough) 1.0e-11 cm3/s, grain volume 6.545e-17 cm3
pair rate k 1.528e+05 1/s, 1/k 6.545 us
initial pairs N 50, density 7.64e+17 cm-3
N=1: k*T_N 1.0000, T_N 6.545 us
N=5: k*T_N 1.4636, T_N 9.579 us
N=50: k*T_N 1.6251, T_N 10.636 us
N=500: k*T_N 1.6429, T_N 10.753 us
limit: pi^2/6 1.6449, time 10.766 us
last pair's share of the limit 0.608
standard deviation of clearing, N=50 6.809 us
Monte Carlo k*T, N=50 1.651 +- 0.015
99% of grains empty at 34.55 us
mean-field pairs at that time 0.1887
exact mean pairs at that time 0.0100
mean-field time to n=1 6.414 us
mean-field time to n=0.01 654.4 us
kt=0.1: exact mean 8.1769, mean field 8.3333
kt=1.0: exact mean 0.7896, mean field 0.9804
kt=5.0: exact mean 0.0132, mean field 0.1992
time integral of mean pairs, N=50 29.45 pair us
neglected effects (rough inputs):
trap capture coefficient 1.0e-09 cm3/s
clearing time with one trap 0.501 us
ratio no trap / one trap 21.2
trap density 1.0e+10 cm-2, per grain 0.785
fraction of grains without trap 0.456
Auger coefficient 1.0e-30 cm6/s
Auger/pair rate at n=50 0.0749
Auger change of T_N -0.264 %
masses 0.3, 0.6 m0; permittivity 9.0
initial density / Nc 0.185
share of T_N spent above 25 pairs 1.19 %
exciton binding 33.6 meV, kT 25.85 meV
last pair, bound/free weight 0.0499
electron confinement energy 2.01 meV
hole mobility 1.0 cm2/Vs
hole mixing time 0.0558 ns
mean wait for first event 2.618 ns
barrier 1.0 eV, 5 nm thick
escape over barrier 9.4e-05 1/s, through 3.8e+00 1/s
thermal generation, gap 3.3 eV: 1.1e-45 1/s
B(350 K)/B(300 K) 0.794
T_N at 350 K, N=50 13.40 us
\end{verbatim}
